# Surface roughness and vacuum evaporation at unit evaporation coefficient

Cut a long V-shaped groove into a solid so that its cross-section is an equilateral triangle: two sides are solid faces and the third is the open mouth. Both faces are at the same temperature, and each emits $J_0$ atoms per unit area and time, uniformly along its width and symmetrically about its normal. Every atom that lands on a face stays there.

Follow the atoms that leave one face. They fly straight, so each reaches either the other face or the mouth. A reflection about the perpendicular bisector of the emitting face leaves the emission unchanged and exchanges these two targets. Half of the atoms therefore strike the other face, and half escape. Two faces emit, half of each emission gets out, and the mouth is as wide as one face. The flux through the mouth is

$$2\times\tfrac12\,J_0=J_0 .$$

The groove has twice the area of the flat surface it replaced, and it yields the same number of atoms.

## The belief and its appeal

The belief is that a rough surface evaporates faster in proportion to its area. Let $r$ be the true area divided by the projected area. Each patch of surface emits at a rate fixed by its temperature and cannot know what the rest of the surface looks like. So the total emission is $r$ times that of a flat surface, and in vacuum, it seems, nothing comes back.

The first part is right: gross emission does grow as $r$. The error is in the last clause. A vacuum above the sample does not mean a vacuum between the facing parts of its surface. It remains to find how much returns for an arbitrary shape, and what happens when returning atoms do not all stick.

## The flux from a flat surface

Let the solid have temperature $T$ and equilibrium vapour pressure $p$, and let the vapour be ideal, with atoms of mass $m$ and density $n=p/k_BT$. In equilibrium the velocity distribution is

$$f_0(v)=n\left(\frac{m}{2\pi k_BT}\right)^{3/2}e^{-mv^2/2k_BT}.$$

The number crossing unit area from one side is the integral of $v_nf_0$ over positive normal velocity $v_n$. The two tangential integrals each cancel one factor $(m/2\pi k_BT)^{1/2}$, and the normal integral is $\int_0^\infty v_n e^{-mv_n^2/2k_BT}dv_n=k_BT/m$. Hence

$$J_0=n\left(\frac{m}{2\pi k_BT}\right)^{1/2}\frac{k_BT}{m}=n\sqrt{\frac{k_BT}{2\pi m}}=\frac{p}{\sqrt{2\pi mk_BT}} .$$

This is the Hertz-Knudsen flux. Because $f_0$ depends on speed alone, the flux per solid angle varies as the cosine of the angle from the normal.

The evaporation coefficient $\alpha$ is the flux a surface element really emits, divided by $J_0$. In equilibrium, microscopic reversibility pairs evaporation at velocity $\mathbf v$ with sticking at velocity $-\mathbf v$. The emitted distribution is therefore $S(-\mathbf v)f_0(v)$, where $S\le1$ is the sticking probability, and $\alpha$ is the flux-weighted average of $S$. If that average is 1, no velocity that carries flux can have $S<1$. A unit coefficient thus implies two things: the emission is a full half of a Maxwellian, and every arriving atom sticks. I assume that emission and sticking are the same in vacuum as in equilibrium.

## Any shape gives the same flux

Take a surface that extends sideways without limit, with relief of bounded height. Assume uniform $T$ and $p$, no collisions or forces in the vapour, and $\alpha=1$. Draw a plane just above the highest peaks.

Choose a point on this plane and an upward velocity $\mathbf v$, and trace the path backwards. It is a straight line going down, so it must meet the surface. At the first meeting point the atom has just left the solid. Nothing is reflected there, so the distribution at that point is the emitted one, $f_0(v)$. In steady free flight $\mathbf v\cdot\nabla f=0$, so $f$ keeps this value along the line up to the plane.

The argument holds for every upward velocity. The upward half of the distribution at the plane is therefore filled with $f_0$, as it would be above a flat surface, and the downward half is empty. The net flux per projected area is $J_0$, with the cosine law about the average normal. Slopes, depths and overhangs do not enter.

The recaptured amount follows from counting. Let $e$ be the probability that an atom emitted at a given place escapes without touching the surface again, and let $\langle\;\rangle$ be an average over the true area. Gross emission per projected area is $rJ_0$, of which $r\langle e\rangle J_0$ escapes. Since this equals $J_0$,

$$r\langle e\rangle=1,\qquad J_{\rm back}=r\left(1-\langle e\rangle\right)J_0=(r-1)J_0 .$$

The extra emission and the recapture are equal for every such shape.

A test on a surface without straight faces used $z=A\cos(2\pi x)\cos(2\pi y)$, with lengths in units of the period and $A=0.3$. Following 200,000 atoms gave $r=1.64$ and a net flux of $0.998\,J_0$. The deviation is comparable with the sampling scatter, which is of order $\sqrt{(r-1)/N}\approx0.002$. The mean cosine of the escaping directions was 0.667, against $2/3$ for the cosine law.

## Where the atoms leave from

The total is unchanged, but the local loss is not uniform. Consider a V-groove with half-angle $\theta$ and face length $s$. Its mouth has width $2s\sin\theta$, so $r=2s/(2s\sin\theta)=1/\sin\theta$.

Let $a$ and $l$ be the direction cosines of an emitted atom across the groove, along the face, and parallel to the groove. Under the cosine law the pair $(a,l)$ is uniformly distributed over the unit disk, because the cosine times the solid-angle element is $da\,dl$. Let $\psi$ be the angle from the normal after projection onto the cross-section, positive away from the bottom. Then $a=\sqrt{1-l^2}\,\sin\psi$. At fixed $l$, $a$ is uniform between $\pm\sqrt{1-l^2}$, so $\sin\psi$ is uniform between $-1$ and $1$.

An atom leaving at distance $x$ from the bottom escapes if it passes above the opposite rim. Along the emitting face, the rim is displaced from the atom by $s\cos2\theta-x$. Its distance is $d=\sqrt{x^2+s^2-2xs\cos2\theta}$. The limiting value of $\sin\psi$ is the ratio of these two lengths, so

$$e(x)=\frac12\left[1-\frac{s\cos2\theta-x}{d}\right].$$

At the bottom, $d=s$ and $e=\tfrac12(1-\cos2\theta)=\sin^2\theta$. At the rim, $d=2s\sin\theta$ and the numerator is $-2s\sin^2\theta$, so $e=\tfrac12(1+\sin\theta)$. For the average, note that $d'(x)=(x-s\cos2\theta)/d$. Then

$$\langle e\rangle=\frac12\left[1+\frac{d(s)-d(0)}{s}\right]=\frac12\left[1+2\sin\theta-1\right]=\sin\theta=\frac1r ,$$

as the general result demands.

The exchange of atoms between two surface elements is symmetric: the probability density for a flight from one to the other is the same in both directions. With uniform emission, a place therefore receives $(1-e)J_0$ and loses a net $eJ_0$. In the equilateral groove, $\theta=30^\circ$, the net loss per true area is $0.25J_0$ at the bottom and $0.75J_0$ at the rim. The groove changes shape as it evaporates, but the theorem applies to each new shape. As $\theta\to90^\circ$ the surface is flat and $e\to1$ everywhere. As $\theta\to0$ the bottom stops losing material, while the rim value tends to $\tfrac12$.

## When roughness does matter

Now let $\alpha<1$. I take the sticking probability to be $\alpha$ at every velocity, and let atoms that do not stick leave again at once with the cosine law. Write $b$ for the total outgoing flux at a place, in units of $J_0$. Let $K$ be the symmetric operator that turns outgoing flux into arriving flux. Then

$$b=\alpha+(1-\alpha)Kb,\qquad K1=1-e,\qquad \alpha_{\rm eff}=r\langle eb\rangle ,$$

where $\alpha_{\rm eff}$ is the net flux per projected area divided by $J_0$. Since arriving flux is never negative, $b\ge\alpha$, and therefore $\alpha_{\rm eff}\ge\alpha r\langle e\rangle=\alpha$. In this model roughness cannot lower the yield.

For an upper bound, set $b=1-u$. The equation for $b$ becomes

$$1-u=\alpha+(1-\alpha)(1-e)-(1-\alpha)Ku .$$

The constants on the right add to 1 and cancel the 1 on the left. What remains is

$$Mu=(1-\alpha)e,\qquad M=1-(1-\alpha)K .$$

The operator $M$ is symmetric. It is also positive, because $2\phi\phi'\le\phi^2+\phi'^2$ gives $\langle\phi K\phi\rangle\le\langle\phi^2K1\rangle\le\langle\phi^2\rangle$, and so $\langle\phi M\phi\rangle\ge\alpha\langle\phi^2\rangle$. The Cauchy-Schwarz inequality then applies to $u$ and the constant function 1:

$$\langle Mu\rangle^2\le\langle M1\rangle\langle uMu\rangle .$$

The two simple averages are

$$\langle Mu\rangle=\frac{1-\alpha}{r},\qquad \langle M1\rangle=1-(1-\alpha)\left(1-\frac1r\right)=\frac{1+\alpha(r-1)}{r}.$$

With $r\langle e\rangle=1$ and $e=Mu/(1-\alpha)$,

$$\alpha_{\rm eff}=1-r\langle eu\rangle=1-\frac{r\langle uMu\rangle}{1-\alpha}\le1-\frac{1-\alpha}{1+\alpha(r-1)}=\frac{\alpha r}{1+\alpha(r-1)} .$$

At $\alpha=1$ both bounds equal 1 and the roughness drops out. For small $\alpha$ the upper bound on the gain $\alpha_{\rm eff}/\alpha$ approaches $r$. In the groove this value is reached. As $\alpha\to0$, $b/\alpha\to(1-K)^{-1}1$. Since $(1-K)1=e$, the symmetry of $K$ gives $r\langle e(1-K)^{-1}1\rangle=r\langle1\rangle=r$. The belief is thus the correct limit when atoms almost always get out before they stick. This is assured if $\alpha$ is small compared with $1/N$, where $N$ is the mean number of landings an atom would make before escaping if it never stuck, because the chance of sticking on the way out is at most $\alpha N$. A small $\alpha$ alone is not enough: for $r=20$ and $\alpha=0.05$ the upper bound allows a gain of only about 10. Even $\alpha r\ll1$ does not suffice for every shape. In a spherical cavity whose mouth takes up 1 % of the sphere, an atom that never stuck would land about 100 times before finding the way out, although a single close-packed layer of such cavities has an $r$ of only 4.1 (square packing) to 4.6 (hexagonal). At $\alpha=0.02$ this makes $\alpha r$ less than 0.1, yet the gain is only about 2.

Solving the equation for the groove with $r=2$ gives:

| $\alpha$ | $\alpha_{\rm eff}$ | upper bound | gain over flat |
|---|---|---|---|
| 0.95 | 0.972 | 0.974 | 1.02 |
| 0.50 | 0.654 | 0.667 | 1.31 |
| 0.05 | 0.095 | 0.095 | 1.89 |

There is a second way to read $\alpha_{\rm eff}$. Put the rough solid in equilibrium with its vapour. A flux $J_0$ goes down through the plane above the peaks, and $J_0$ must come up. If a fraction $C$ of the arriving atoms is captured, the upward flux is $\alpha_{\rm eff}J_0+(1-C)J_0$, so $\alpha_{\rm eff}=C$. Random flights of atoms entering the groove at $\alpha=0.5$ gave $C=0.654$, in agreement with the table. Roughness helps by giving an atom that failed to stick another chance, and at $\alpha=1$ no second chance is needed.

The bound can also be turned round. Suppose that roughening leaves $\alpha$ itself unchanged and multiplies the yield by $g>1$ at fixed temperature and projected area. Within this model, then, $g\,[1+\alpha(r-1)]\le r$, or

$$\alpha\le\frac{r-g}{g(r-1)} .$$

For $r=2$ and $g=1.31$ this gives $\alpha\le0.53$, consistent with the value 0.50 that produced the gain. On a real sample, roughening may also change $\alpha$, for instance by exposing more atomic steps or removing a contaminated layer. The bound then does not apply.

## Sodium as an example

Take solid bcc sodium at 350 K, with a rough vapour pressure of $1.5\times10^{-8}$ Torr, or $2.0\times10^{-6}$ Pa. The atomic mass of about 23 u is $3.82\times10^{-26}$ kg, and $k_BT=4.83\times10^{-21}$ J. Then

$$J_0=\frac{2.0\times10^{-6}}{\sqrt{2\pi(3.82\times10^{-26})(4.83\times10^{-21})}}\ \mathrm{m^{-2}s^{-1}}\approx5.9\times10^{12}\ \mathrm{cm^{-2}s^{-1}} .$$

Let the surface carry equilateral grooves of 20 µm pitch, which are 17.3 µm deep. Gross emission is $1.2\times10^{13}$ atoms/(cm² s) per projected area. Of this, $5.9\times10^{12}$ is recaptured and $5.9\times10^{12}$ leaves. A bcc cell of edge about 0.43 nm holds two atoms, so each occupies half the cell volume, and the mean surface recedes by about 8 nm per hour. The area argument would predict about 17 nm per hour.

The model's other assumptions can be sized for these numbers:

- **Collisions.** With a cross-section of $10^{-13}$ cm², about the total van der Waals value for two sodium atoms, which counts even slight deflections, the mean free path at the equilibrium density is about 170 m, some $10^7$ groove depths.
- **Curvature.** For a surface energy of 0.2 J/m² and a ridge radius of 1 µm, the equilibrium pressure at the ridge rises by 0.16 %.
- **Temperature.** Heat lost by black-body radiation and evaporation, conducted up the ridges, gives an upper estimate of $2\times10^{-4}$ K between bottom and tip. That changes the pressure by about 0.002 %.
- **Finite size.** On a square sample of side $L=1$ cm, atoms can also leave through the side strips of the relief, of depth $h$. These add at most $4h/L=0.7$ % to the yield.

The grooves themselves would not last. Sodium melts at 371 K, and at 350 K its bulk self-diffusion coefficient is of order $10^{-11}$ m²/s. A small-slope estimate then gives about an hour for relief of this pitch to flatten, whereas evaporating one groove depth would take about 2000 hours. The gross and recaptured fluxes above therefore describe a freshly grooved surface. With $\alpha=1$ the net yield stays the same as the relief flattens.

The yield of real sodium is most likely to depart from the model through its surface condition. Unit coefficient is a reasonable assumption for a clean simple metal, but sodium reacts readily with water vapour. At a residual water pressure of $10^{-10}$ Torr, water molecules arrive at 0.8 % of the rate $J_0$. That is still about 0.2 molecules per surface atom per hour on a flat surface, and half as many averaged over the grooved one, and reaction products that do not evaporate accumulate, so even then the surface may stay clean for only a limited time. At $10^{-8}$ Torr the arrival rate would be about 80 % of $J_0$, or one molecule per surface atom every few minutes. If contamination lowered $\alpha$ uniformly to 0.95, the grooved surface would yield 2 % more than an equally contaminated flat one, and 3 % less than a clean one. The example's vapour pressure is also very low. Scaling the mean free path to a source at $10^{-2}$ Torr, with temperature and cross-section held fixed, gives about 0.3 mm. The grooves would then be several per cent of a free path deep and a 1 cm sample about 40 free paths wide, so the vapour would no longer be collisionless and collisions above the surface would return some atoms. Such a source of sodium would in any case be liquid and could not hold grooves at all.

The comparison throughout is at fixed temperature and fixed projected area, with relief much shallower than the sample is wide. Within those terms, enlarging the area of a clean surface with $\alpha=1$ buys no extra vapour, while a hotter or wider source does. Relief comparable in height with the width of the sample falls outside those terms: a hemispherical dome recaptures none of its own atoms and emits twice as much as the disc it stands on. The numerical output lists the remaining values.

## Computed values

```
Temperature: 350 K
Vapour pressure (rough): 1.5e-08 Torr
Atomic mass: 22.99 u
Cubic lattice constant (rough): 0.429 nm
Groove pitch: 20 um
Groove half-angle: 30 deg
Groove depth: 17.3 um
Roughness ratio r: 2.000
Flat flux J0: 5.874e+12 atoms/(cm2 s)
J0 by velocity quadrature: 5.874e+12 atoms/(cm2 s)
Gross emission r*J0: 1.175e+13 atoms/(cm2 s)
Recaptured (r-1)*J0: 5.874e+12 atoms/(cm2 s)
Net/J0, V-groove random flights: 1.0002
Mean recession, projected: 8.35 nm/h
Escape probability, bottom: 0.250
Escape probability, rim: 0.750
Escape probability, mean: 0.500
Egg-crate roughness ratio: 1.642
Egg-crate net/J0: 0.9983
Egg-crate mean cosine (cosine law 2/3): 0.6666
Egg-crate share within 30 deg (law 1/4): 0.2504
alpha 0.95: alpha_eff, integral equation: 0.9721
alpha 0.95: alpha_eff, emission flights: 0.9698
alpha 0.95: capture of arriving vapour: 0.9719
alpha 0.95: upper bound: 0.9744
alpha 0.95: grooved/flat yield: 1.0233
alpha 0.50: alpha_eff, integral equation: 0.6541
alpha 0.50: alpha_eff, emission flights: 0.6530
alpha 0.50: capture of arriving vapour: 0.6537
alpha 0.50: upper bound: 0.6667
alpha 0.50: grooved/flat yield: 1.3082
alpha 0.05: alpha_eff, integral equation: 0.0946
alpha 0.05: alpha_eff, emission flights: 0.0946
alpha 0.05: capture of arriving vapour: 0.0941
alpha 0.05: upper bound: 0.0952
alpha 0.05: grooved/flat yield: 1.8917
Grooved/flat yield at alpha 1e-04: 1.9998
Collision cross-section (rough): 1e-13 cm2
Mean free path: 171 m
Groove depth/mean free path: 1.0e-07
Surface energy (rough): 0.2 J/m2
Tip radius: 1 um
Pressure rise at tip by curvature: 0.16 %
Sublimation energy (rough): 1.1 eV
Thermal conductivity (rough): 130 W/(m K)
Temperature difference, upper estimate: 2.3e-04 K
Resulting pressure difference: 2.4e-03 %
Side area of relief, 1 cm sample: 0.69 %
Residual water pressure: 1e-10 Torr
Residual gas temperature: 300 K
Residual arrival/J0: 0.81 %
```
